\section*{Surface roughness that halves phonon specularity at normal incidence}

\section*{The question}

In a thin film or a fin made of a semiconductor or an electrical insulator, heat is carried mainly by phonons, and these can strike the surfaces. A smooth surface reflects them like a mirror, and a rough one sends part of their power into other directions. This question concerns a single phonon wave of wavelength $\lambda=2$ nm inside the solid, arriving at normal incidence on a free surface.

The solid fills the region $z>h(x)$, with vacuum below. The height $h$ has zero mean and root-mean-square value $\sigma$, so that $\langle h\rangle=0$ and $\langle h^2\rangle=\sigma^2$. The wavenumber is $k=2\pi/\lambda$. The specularity $p$ is the power reflected in the mirror direction divided by the incident power. The medium is isotropic, nothing is absorbed, and no wave is transmitted into the vacuum. In parts (a) to (e) the surface is gentle: its slopes are small, and its height varies along the surface over distances much longer than $\lambda$. Lengths are in nanometres, the natural unit here.

\section*{Part (a): the phase from one patch}

\textbf{Question.} Find the reflection coefficient of a flat patch at height $h$, and interpret its phase.

\textbf{Model answer.} With the time factor $e^{-i\omega t}$, the incident wave travels downwards and the reflected wave upwards:
\begin{equation}
u(z)=e^{-ikz}+R\,e^{ikz}.
\end{equation}
A free surface carries no stress. At normal incidence nothing varies along a flat patch, so each stress component on it is an elastic constant times $\partial_z$ of one displacement component. For either polarisation the condition is therefore $\partial_z u=0$ at $z=h$:
\begin{equation}
-ik\,e^{-ikh}+ikR\,e^{ikh}=0
\quad\Longrightarrow\quad
R=e^{-2ikh}.
\end{equation}
The modulus is one, because all the power returns. The phase is $-2kh$. A raised patch ($h>0$) shortens the way down by $h$ and the way back by $h$, which removes a path $2h$ and hence a phase $2kh$.

On a gentle surface, each region a few wavelengths across is nearly flat and level, so this result may be applied locally, with $h$ replaced by $h(x)$.

\section*{Part (b): the specularity}

\textbf{Question.} Express $p$ as an average over the surface, and evaluate it for Gaussian heights.

\textbf{Model answer.} Referred to the plane $z=0$, the reflected field is $e^{-2ikh(x)}$. It can be decomposed into plane waves $e^{iKx}$, where $K$ is the wavenumber along the surface. The mirror direction at normal incidence is $K=0$, and the amplitude of that component is the mean of the field over the surface:
\begin{equation}
A=\left\langle e^{-2ikh}\right\rangle .
\end{equation}
The incident amplitude is one and the mirror wave travels in the same medium at the same angle, so the ratio of powers is
\begin{equation}
p=|A|^2 .
\label{eq:p}
\end{equation}
For a flat surface $A=1$ and $p=1$. Otherwise the contributions of different patches are out of step and partly cancel. The missing power is not lost; it leaves in directions with $K\neq0$.

If the surface is much larger than the distance over which heights are correlated, the surface average equals the average over the height distribution. For Gaussian heights,
\begin{equation}
A=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\!\left(-\frac{h^2}{2\sigma^2}-2ikh\right)dh .
\end{equation}
Completing the square in the exponent gives
\begin{align}
-\frac{h^2}{2\sigma^2}-2ikh
&=-\frac{h^2+4ik\sigma^2h}{2\sigma^2}\nonumber\\
&=-\frac{(h+2ik\sigma^2)^2-(2ik\sigma^2)^2}{2\sigma^2}\nonumber\\
&=-\frac{(h+2ik\sigma^2)^2}{2\sigma^2}-2k^2\sigma^2 ,
\end{align}
where the last line uses $(2ik\sigma^2)^2=-4k^2\sigma^4$. The imaginary shift of $h$ does not change the integral, because the integrand has no singularities and vanishes at both ends of the strip between the two paths. The remaining Gaussian integral equals $\sigma\sqrt{2\pi}$ and cancels the prefactor. Hence
\begin{equation}
A=e^{-2k^2\sigma^2},\qquad
p=e^{-4k^2\sigma^2}=\exp\!\left(-\frac{16\pi^2\sigma^2}{\lambda^2}\right).
\label{eq:gauss}
\end{equation}
The exponent is minus the square of the rms phase $2k\sigma$. For $k\sigma\ll1$ the specularity is $p\approx1-4k^2\sigma^2$, so the loss begins quadratically. When $2k\sigma$ is well above one, the phases are spread over the whole circle and almost no mirror wave remains.

\section*{Part (c): the roughness for one half}

\textbf{Question.} Find $\sigma$ for $p=1/2$ and $\lambda=2$ nm, and comment on its size.

\textbf{Model answer.} Setting $p=1/2$ in (\ref{eq:gauss}) and taking logarithms,
\begin{equation}
4k^2\sigma^2=\ln2
\quad\Longrightarrow\quad
\sigma_{1/2}=\frac{\sqrt{\ln2}}{2k}=\frac{\lambda\sqrt{\ln2}}{4\pi}.
\label{eq:half}
\end{equation}
The positive root is taken because $\sigma$ is an rms value. Here $k=2\pi/(2\ \mathrm{nm})=3.1416\ \mathrm{nm^{-1}}$ and $\sqrt{\ln2}=0.8326$, so
\begin{equation}
\sigma_{1/2}=\frac{0.8326}{2\times3.1416\ \mathrm{nm^{-1}}}
=0.1325\ \mathrm{nm}\approx2.50\ \text{bohr}.
\end{equation}
This is about 0.066 of the wavelength. An rms phase of 0.83 rad is enough to remove half the power from the mirror direction. A direct numerical integration of the phase average, followed by a root search, gives the same roughness.

The value is smaller than a typical interatomic distance, roughly 0.2 to 0.3 nm. That is no contradiction, since $\sigma$ is a statistical average: a surface with two equally common levels separated by $d$ has $\sigma=d/2$. It does mean that a smooth Gaussian height distribution is an idealisation at this scale. Two significant figures, 0.13 nm, are as many as the model deserves for a real surface.

\section*{Part (d): scaling, and three faulty calculations}

\textbf{Question.} (i) Starting from $\sigma=\sigma_{1/2}$ at $\lambda=2$ nm, find $p$ when the roughness is doubled, when the wavelength is halved, and when the wavelength is doubled. (ii) Three calculations of the half-value roughness contain one fault each: the first sets $|A|=1/2$; the second uses the phase $kh$ in place of $2kh$; the third has $\pi^3$ in place of $\pi^2$ in the exponent of $p$. Find the roughness each one gives, and the specularity that such a surface would really have.

\textbf{Model answer.} (i) The exponent is proportional to $(\sigma/\lambda)^2$ and equals $-\ln2$ at the starting point. If $\sigma/\lambda$ changes by a factor $s$, then
\begin{equation}
p=e^{-s^2\ln2}=2^{-s^2}.
\label{eq:scale}
\end{equation}
Doubling the roughness and halving the wavelength both mean $s=2$, so $p=2^{-4}=0.0625$. Doubling the wavelength means $s=1/2$, so $p=2^{-1/4}=0.841$. The same surface therefore returns about 84\% of the power of a 4 nm wave in the mirror direction, but only about 6\% for a 1 nm wave.

(ii) The first calculation solves $e^{-2k^2\sigma^2}=1/2$, so $\sigma^2$ is twice the correct value and $\sigma=\sqrt2\,\sigma_{1/2}=0.187$ nm. With $s^2=2$, the true specularity is $1/4$: halving the amplitude quarters the power.

The second omits one leg of the path. Its exponent is $-k^2\sigma^2$, which gives $\sigma=2\sigma_{1/2}=0.265$ nm. With $s^2=4$, the true specularity is 0.0625.

The third makes the exponent too large by a factor $\pi$, which gives $\sigma=\sigma_{1/2}/\sqrt\pi=0.0748$ nm. With $s^2=1/\pi$, the true specularity is $2^{-1/\pi}=0.802$. Such a surface is much smoother than the problem requires.

\section*{Part (e): heights that are not Gaussian}

\textbf{Question.} Find the smallest half-value roughness for two equally common heights $\pm\sigma$, and for heights spread uniformly between $-a$ and $a$. Explain why both lie below the Gaussian value.

\textbf{Model answer.} Equation (\ref{eq:p}) holds for any height distribution. For two levels,
\begin{equation}
A=\tfrac12\left(e^{-2ik\sigma}+e^{2ik\sigma}\right)=\cos(2k\sigma),
\qquad p=\cos^2(2k\sigma).
\end{equation}
The first solution of $p=1/2$ is $2k\sigma=\pi/4$. Since $2k\sigma=4\pi\sigma/\lambda$, this gives $\sigma=\lambda/16=0.125$ nm. Here $p$ is periodic in $\sigma$: when the levels differ by half a wavelength, the round trips differ by a whole wavelength and the surface is again a perfect mirror within this model.

For the uniform distribution,
\begin{equation}
\sigma^2=\frac{1}{2a}\int_{-a}^{a}h^2\,dh=\frac{a^2}{3},
\qquad
A=\frac{1}{2a}\int_{-a}^{a}e^{-2ikh}\,dh=\frac{\sin(2ka)}{2ka}.
\end{equation}
With $a=\sqrt3\,\sigma$, the equation $A^2=1/2$ has to be solved numerically. Its first root is $\sigma=0.128$ nm.

To compare the distributions, let $\varphi=2kh$, and write $v=\langle\varphi^2\rangle$ and $m=\langle\varphi^4\rangle$. For a symmetric distribution the odd terms vanish, so $A=1-v/2+m/24-\dots$. Using $\ln(1-\epsilon)=-\epsilon-\epsilon^2/2-\dots$ with $\epsilon=v/2-m/24$, and keeping terms up to fourth order in $\varphi$,
\begin{equation}
\ln p=2\ln A\approx -v+\frac{m}{12}-\frac{v^2}{4}
=-v+\frac{m-3v^2}{12}.
\end{equation}
A Gaussian has $m=3v^2$, and the correction vanishes. Two levels have $m=v^2$, and the uniform distribution has $m=9v^2/5$. Both corrections are negative, and the two-level one is larger in size. As $\sigma$ grows from zero, these surfaces therefore lose specularity faster than the Gaussian one and reach one half at a smaller roughness, the two-level surface first. The three values differ by about 6\% at most, so for these three distributions $\sigma$ nearly fixes the answer. This is not general: if a very small fraction of the surface is very high or very deep and the rest is level, $\sigma$ can be large while $p$ stays near one.

\section*{Part (f): when the surface is not gentle}

\textbf{Question.} Let the heights have the correlation function $\langle h(x)h(x+X)\rangle=\sigma^2e^{-X^2/\ell^2}$. For a shear wave polarised along one-dimensional grooves, find the leading correction to the specularity loss at small roughness when $k\ell\gg1$. Use it to judge the answer to part (c).

\textbf{Model answer.} This polarisation gives a scalar wave equation, with the stress-free condition
\begin{equation}
\partial_zu-h'\,\partial_xu=0\qquad\text{at } z=h(x).
\end{equation}
To zeroth order in $h$ the field is that of a flat surface, $u_0=e^{-ikz}+e^{ikz}=2\cos kz$. Write the height and the first-order scattered field as
\begin{equation}
h=\sum_K h_Ke^{iKx},\qquad
u_1=\sum_K R_Ke^{iKx+iqz},\qquad q=\sqrt{k^2-K^2}.
\end{equation}
At $z=h$, $\partial_zu_0=-2k\sin kh\approx-2k^2h$, while $\partial_xu_0=0$. The term $h'\partial_xu_1$ is of second order and is dropped. The first-order condition for each $K$ is then
\begin{equation}
-2k^2h_K+iqR_K=0
\quad\Longrightarrow\quad
R_K=-\frac{2ik^2h_K}{q}.
\end{equation}
A wave with real $q$ carries power $q|R_K|^2/k$ away from the surface, relative to the incident power. Waves with $|K|>k$ decay into the solid and carry none. By conservation of power,
\begin{equation}
1-p\approx\sum_{|K|<k}\frac qk\,|R_K|^2
=4k^2\sum_{|K|<k}\frac kq\,|h_K|^2 .
\label{eq:loss}
\end{equation}
If all the important $K$ are much smaller than $k$, then $k/q\approx1$. Since $\sum_K|h_K|^2=\sigma^2$, the loss is $4k^2\sigma^2$, in agreement with part (b).

The next term follows from $k/q=(1-K^2/k^2)^{-1/2}\approx1+K^2/2k^2$. The mean of $K^2$, weighted by $|h_K|^2$, is minus the second derivative of $e^{-X^2/\ell^2}$ at $X=0$, which is $2/\ell^2$. The part of the spectrum beyond $|K|=k$ is exponentially small for $k\ell\gg1$. Therefore
\begin{equation}
1-p\approx4k^2\sigma^2\left[1+\frac{1}{(k\ell)^2}\right].
\end{equation}
Shorter correlation lengths at first increase the loss, because waves leaving at a slant are excited more strongly. The trend does not continue indefinitely. When $k\ell\ll1$, with slopes still small, most of the spectrum lies at $|K|>k$ and radiates nothing, so (\ref{eq:loss}) gives a loss far below $4k^2\sigma^2$.

At $\sigma_{1/2}$ the roughness is not small, since $4k^2\sigma^2=0.69$, so a numerical solution of the wave equation is needed. It was carried out for 20 random periodic surfaces at each of two correlation lengths, all with rms height $\sigma_{1/2}$, and compared with the phase average (\ref{eq:p}) over the same surfaces.

For $\ell=8$ nm, four wavelengths, the mean specularity is 0.490 from the wave equation and 0.491 from the phase average. The largest difference on any one surface is 0.0016, which supports the local-mirror picture. Both means lie slightly below one half. As $\sigma$ is fixed and a Gaussian distribution would give one half, the shortfall in the phase average comes from the heights: each 61 nm period holds fewer than eight correlation lengths, too few for an accurately Gaussian distribution.

For $\ell=1$ nm, half a wavelength, the phase average gives 0.499 but the wave equation gives 0.449. The difference of $-0.050$ is about twenty times the largest error in the power balance, which is 0.0024 of the incident power. Here $1/(k\ell)^2=0.10$. If this correction is assumed to multiply the whole exponent, the expected shift is about $-0.5\times0.69\times0.10=-0.035$. The sign and rough size agree. Most of the remaining difference comes from stopping the series at its first term, which is not accurate at $k\ell=\pi$: for a long surface with this spectrum, the full sum in (\ref{eq:loss}) gives 0.15 in place of 0.10, and hence a shift of about $-0.05$.

The answer $\sigma\approx0.13$ nm thus applies to Gaussian heights with a correlation length of several wavelengths. The wave-equation test covers only a shear wave polarised along one-dimensional grooves in an isotropic continuum; longitudinal waves, which can convert to other modes, and surfaces rough in both directions were not tested. It is also specific to normal incidence. Heat flowing along a film is carried by waves that meet the surface obliquely, so this value of $p$ should not be used unchanged as the average specularity of a film. Nor is the power missing from the mirror direction diffuse on a gentle surface. A patch of slope $h'$ turns the reflected wave by about $2h'$, and for $\ell=8$ nm the rms slope is $\sqrt2\,\sigma_{1/2}/\ell=0.023$, so the rms deflection is about 0.047 rad, under three degrees. In this regime $1-p$ is therefore not the fraction of phonons whose direction is randomised, which is the meaning usually given to it in models of heat flow in films. The results for the random surfaces are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
wavelength: 2.0 nm
wavenumber k: 3.1416 1/nm
ln 2: 0.6931
rms phase 2 k sigma: 0.8326 rad
sigma for p = 1/2, formula: 0.1325 nm
sigma for p = 1/2, root search: 0.1325 nm
sigma for p = 1/2: 2.504 bohr
sigma / wavelength: 0.06625
p at doubled sigma: 0.0625
p at halved wavelength: 0.0625
p at doubled wavelength: 0.8409
slip, amplitude halved: sigma 0.1874 nm, p 0.2500
slip, one-way path: sigma 0.2650 nm, p 0.0625
slip, pi cubed: sigma 0.0748 nm, p 0.8020
half-value sigma, two levels: 0.1250 nm
half-value sigma, uniform heights: 0.1279 nm
wave test, surfaces per case: 20
wave test, period: 61.0 nm
long correlation length: 8.0 nm
long: mean p, wave equation: 0.4901
long: mean p, phase average: 0.4909
short correlation length: 1.0 nm
short: mean p, wave equation: 0.4494
short: mean p, phase average: 0.4993
long: largest difference in p: 0.00162
short: mean difference in p: -0.0500
long: largest relative power error: 5.3e-15
short: largest relative power error: 2.4e-03
\end{verbatim}
